\section*{From Lattice Exchange to Micromagnetic Stiffness, Spiralization and Magnon Energies, part 2}

The aim is to derive a magnet's continuum energy and its spin-wave (magnon) energy from atomic pair couplings. Atom $i$ of a Bravais lattice, at $\mathbf r_i$, has moment $\mu$ along the classical unit vector $\mathbf e_i$. With exchange $J_{ij}$, Dzyaloshinskii--Moriya (DMI) vectors $\mathbf D_{ij}$ and applied field $\mathbf B$,
\begin{equation}
H=-\frac12\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j
+\frac12\sum_{i\ne j}\mathbf D_{ij}\cdot(\mathbf e_i\times\mathbf e_j)
-\mu\sum_i\mathbf B\cdot\mathbf e_i .
\label{eq:H}
\end{equation}
Couplings depend only on $\mathbf R=\mathbf r_j-\mathbf r_i$; $J_{\mathbf R}$ is even, $\mathbf D_{\mathbf R}$ odd. Anisotropy and dipolar fields are omitted. A smooth direction field $\mathbf m(\mathbf r)$ has energy density
\begin{equation}
w=A_{ab}\,\partial_a\mathbf m\cdot\partial_b\mathbf m
+S_{ab}\,(\mathbf m\times\partial_b\mathbf m)_a-M_s\mathbf B\cdot\mathbf m ,
\label{eq:w}
\end{equation}
where repeated Cartesian indices are summed and $M_s$ is the magnetization. The exchange stiffness and spiralization, with cell volume $V$, are
\begin{equation}
\boxed{A_{ab}=\frac1{4V}\sum_{\mathbf R}J_{\mathbf R}R_aR_b}
\label{eq:A}
\end{equation}
\begin{equation}
\boxed{S_{ab}=\frac1{2V}\sum_{\mathbf R}D^a_{\mathbf R}R_b}
\label{eq:S}
\end{equation}
In the isotropic case $A_{ab}=A\delta_{ab}$ and $S_{ab}=S\delta_{ab}$. An electron's moment is opposite to its angular momentum, so with $g>0$, Bohr magneton $\mu_B$ and effective field $\mathbf B_{\rm eff}$,
\begin{equation}
\hbar\,\partial_t\mathbf m=-g\mu_B\,\mathbf m\times\mathbf B_{\rm eff}.
\label{eq:LL}
\end{equation}
For $\mathbf B=B\mathbf n$, $\mathbf m=\mathbf n+\mathbf u$ and unit vectors with $\mathbf f_1\times\mathbf f_2=\mathbf n$, a wave of small amplitude $\delta$ is
\begin{equation}
\mathbf u=\delta(\mathbf f_1\cos\varphi-\mathbf f_2\sin\varphi),\qquad
\varphi=\mathbf q\cdot\mathbf r-\omega t .
\label{eq:wave}
\end{equation}
Its small-$q$ energy is
\begin{equation}
\boxed{\hbar\omega=g\mu_BB+\frac{2g\mu_B}{M_s}
\big(A_{ab}q_aq_b-n_aS_{ab}q_b\big)}
\label{eq:disp}
\end{equation}
For cubic symmetry the coefficient of $q^2$ is the magnon stiffness $D=2g\mu_BA/M_s$. In the isotropic case with $A>0$, the lowest magnon energy is not negative if
\begin{equation}
B\ge\frac{S^2}{2AM_s}.
\label{eq:Bc}
\end{equation}
Below this stability field the uniform state is no longer an energy minimum. Numerical tests used a triclinic lattice with unrelated couplings; texture scales are in units of roughly one lattice spacing.

\subsection{Symbols and results taken over}

The atoms form a Bravais lattice with moment $\mu$ and cell volume $V$, so that $M_s=\mu/V$. The exchange $J_{\mathbf R}$ is even and the DMI vector $\mathbf D_{\mathbf R}$ odd in the bond vector $\mathbf R$. In the Hamiltonian (\ref{eq:H}) ordered pairs carry a factor $1/2$. The first half found $A_{ab}=\sum J_{\mathbf R}R_aR_b/(4V)$, $S_{ab}=\sum D^a_{\mathbf R}R_b/(2V)$ and the small-$q$ magnon energy (\ref{eq:disp}). The second derivation takes over the Hamiltonian, the torque equation (\ref{eq:LL}) applied to single atoms, and the symmetry-allowed form (\ref{eq:w}) with unknown tensors. It uses no Taylor series of the texture and no continuum field equation.

\subsection{The tensors from the energy of a helix}

Consider moments that turn about an axis $\mathbf n$ with wavevector $\mathbf k$:
\begin{equation}
\mathbf e_i=\mathbf f_1\cos(\mathbf k\cdot\mathbf r_i)
+\mathbf f_2\sin(\mathbf k\cdot\mathbf r_i),\qquad
\mathbf f_1\times\mathbf f_2=\mathbf n .
\end{equation}
Two moments separated by $\mathbf R$ enclose the angle $\mathbf k\cdot\mathbf R$, so
\begin{equation}
\mathbf e_i\cdot\mathbf e_j=\cos(\mathbf k\cdot\mathbf R),\qquad
\mathbf e_i\times\mathbf e_j=\mathbf n\sin(\mathbf k\cdot\mathbf R).
\end{equation}
At zero field the energy per atom, measured from the uniform state, is
\begin{equation}
\varepsilon_{\mathbf n}(\mathbf k)=\frac12\sum_{\mathbf R}
\big[J_{\mathbf R}(1-\cos\mathbf k\cdot\mathbf R)
+\mathbf n\cdot\mathbf D_{\mathbf R}\sin\mathbf k\cdot\mathbf R\big].
\label{eq:helix}
\end{equation}
This holds for any $\mathbf k$. For small $\mathbf k$, $1-\cos x\simeq x^2/2$ and $\sin x\simeq x$, so
\begin{equation}
\frac{\varepsilon_{\mathbf n}(\mathbf k)}V\simeq
\frac1{4V}\sum_{\mathbf R}J_{\mathbf R}R_aR_b\,k_ak_b
+\frac1{2V}\sum_{\mathbf R}n_aD^a_{\mathbf R}R_b\,k_b .
\label{eq:small}
\end{equation}
In the continuum form (\ref{eq:w}) the same helix has $\partial_a\mathbf m\cdot\partial_b\mathbf m=k_ak_b$ and $\mathbf m\times\partial_b\mathbf m=k_b\mathbf n$, which gives
\begin{equation}
w=A_{ab}k_ak_b+n_aS_{ab}k_b .
\label{eq:whelix}
\end{equation}
The directions of $\mathbf n$ and $\mathbf k$ can be chosen independently. Equality of (\ref{eq:small}) and (\ref{eq:whelix}) for all choices fixes the six elements of the symmetric tensor $A_{ab}$ and the nine elements of $S_{ab}$. They agree with (\ref{eq:A}) and (\ref{eq:S}).

In the isotropic case $w=Ak^2+S\,\mathbf n\cdot\mathbf k$, with $A>0$ assumed. For $S>0$ it is lowest when $\mathbf k$ is antiparallel to $\mathbf n$, and minimization over the length gives
\begin{equation}
\mathbf k=-\frac{S}{2A}\,\mathbf n,\qquad w=-\frac{S^2}{4A}.
\label{eq:best}
\end{equation}
The same formula covers $S<0$. Exchange resists the twist quadratically, whereas DMI favours one handedness linearly, so at zero field an arbitrarily weak $S$ produces a long helix in this model. The comparison is among single helices; more complicated textures were not examined.

\subsection{Magnons without a continuum equation}

The field on atom $i$ follows from all bonds that contain it. The ordered pairs $(i,j)$ and $(j,i)$ contribute equally, which removes the factor $1/2$. With $\mathbf D\cdot(\mathbf e_i\times\mathbf e_j)=\mathbf e_i\cdot(\mathbf e_j\times\mathbf D)$,
\begin{equation}
\mu\mathbf B_i=\mu\mathbf B+\sum_{\mathbf R}J_{\mathbf R}\mathbf e_j
-\sum_{\mathbf R}\mathbf e_j\times\mathbf D_{\mathbf R},
\end{equation}
where $j$ is the atom at $\mathbf r_i+\mathbf R$. The torque equation is $\hbar\,\partial_t\mathbf e_i=-g\mu_B\,\mathbf e_i\times\mathbf B_i$.

Put $\mathbf B=B\mathbf n$ and $\mathbf e_i=\mathbf n+\mathbf u_i$ with $\mathbf u_i\perp\mathbf n$. Because $\sum_{\mathbf R}\mathbf D_{\mathbf R}=0$, DMI exerts no torque on the uniform state. To first order, $\mathbf n\times(\mathbf u_j\times\mathbf D_{\mathbf R})=(\mathbf n\cdot\mathbf D_{\mathbf R})\mathbf u_j$, and hence
\begin{equation}
\hbar\,\partial_t\mathbf u_i=\frac{g\mu_B}{\mu}\Big[\mu B\,\mathbf n\times\mathbf u_i
+\sum_{\mathbf R}J_{\mathbf R}\,\mathbf n\times(\mathbf u_i-\mathbf u_j)
+\sum_{\mathbf R}(\mathbf n\cdot\mathbf D_{\mathbf R})\,\mathbf u_j\Big].
\label{eq:latlin}
\end{equation}
For the wave (\ref{eq:wave}) the neighbour's phase is larger by $\theta=\mathbf q\cdot\mathbf R$. The addition theorems give
\begin{equation}
\mathbf u_j=\cos\theta\,\mathbf u_i-\sin\theta\,\mathbf n\times\mathbf u_i,\qquad
\mathbf n\times\mathbf u_j=\cos\theta\,\mathbf n\times\mathbf u_i+\sin\theta\,\mathbf u_i .
\end{equation}
In (\ref{eq:latlin}) the sums $\sum J_{\mathbf R}\sin\theta$ and $\sum(\mathbf n\cdot\mathbf D_{\mathbf R})\cos\theta$ vanish by parity. The remaining terms are proportional to $\mathbf n\times\mathbf u_i$, as is $\partial_t\mathbf u_i=\omega\,\mathbf n\times\mathbf u_i$. Thus
\begin{equation}
\hbar\omega(\mathbf q)=g\mu_BB+\frac{g\mu_B}{\mu}\sum_{\mathbf R}
\big[J_{\mathbf R}(1-\cos\mathbf q\cdot\mathbf R)
-\mathbf n\cdot\mathbf D_{\mathbf R}\sin\mathbf q\cdot\mathbf R\big].
\label{eq:lat}
\end{equation}
Comparison with the helix energy (\ref{eq:helix}) gives
\begin{equation}
\boxed{\hbar\omega(\mathbf q)=g\mu_BB+\frac{2g\mu_B}{\mu}\,
\varepsilon_{\mathbf n}(-\mathbf q)}
\label{eq:identity}
\end{equation}
Within linear spin-wave theory for this model, (\ref{eq:identity}) holds at every wavevector. At small $q$, $\varepsilon_{\mathbf n}(-\mathbf q)=V(A_{ab}q_aq_b-n_aS_{ab}q_b)$, and $V/\mu=1/M_s$ turns (\ref{eq:identity}) into (\ref{eq:disp}). The relation $D=2g\mu_BA/M_s$ is thus the long-wavelength part of a proportionality between two energies of the same lattice. This is why the number of neighbour shells does not enter it.

The argument $-\mathbf q$ has a geometrical origin. The transverse part of the moment is turned counterclockwise about $\mathbf n$ through the angle $\omega t-\mathbf q\cdot\mathbf r$. It precesses counterclockwise for $\omega>0$, and clockwise for $\omega<0$, as happens to the lowest magnon below the stability field. In either case a snapshot of the wave with label $\mathbf q$ is a conical helix of wavevector $-\mathbf q$. In the isotropic case the lowest magnon, with $\mathbf q=S\mathbf n/(2A)$, thus twists with the same wavevector and the same handedness as the helix (\ref{eq:best}); only the sign of the label $\mathbf q$ is opposite. Where $n_aS_{ab}q_b\ne0$, the linear term makes waves with $\mathbf q$ and $-\mathbf q$ unequal in energy, and reversing $\mathbf n$ exchanges them. In the isotropic case this term vanishes for $\mathbf q\perp\mathbf n$.

On the triclinic lattice, the torque on a small wave was computed from the bond energies and compared with (\ref{eq:disp}) at small $q$. The ratio of lattice to continuum value was 0.99998 for the part even in $\mathbf q$ and 0.99996 for the odd part, so this test covers the sign of the linear term.

\subsection{The same energies from quantum spins}

Let each atom carry a spin $\mathbf S_i$ of length $s$ in units of $\hbar$, with exchange $I_{\mathbf R}$ and DMI vectors $\mathbf K_{\mathbf R}$ in place of the classical couplings. Since $\mathbf e_i$ corresponds to $-\mathbf S_i/s$, the classical parameters are $J=s^2I$, $\mathbf D=s^2\mathbf K$ and $\mu=g\mu_Bs$. Let $\mathbf K_{\mathbf R}$ be parallel to $\mathbf n$, and choose $\mathbf z=-\mathbf n$, the direction of the spins in the polarized state $|0\rangle$. With $|i\rangle=S_i^-|0\rangle/\sqrt{2s}$,
\begin{align}
\mathbf S_i\cdot\mathbf S_j|i\rangle&=s(s-1)|i\rangle+s|j\rangle,\\
(\mathbf S_i\times\mathbf S_j)_z|i\rangle
&=\tfrac{\mathrm i}2(S_i^+S_j^--S_i^-S_j^+)|i\rangle=\mathrm i s|j\rangle .
\end{align}
The term $S_i^-S_j^+$ gives zero because spin $j$ is already fully raised. Measured from the energy of $|0\rangle$, where the bond has $\mathbf S_i\cdot\mathbf S_j=s^2$,
\begin{equation}
(H-E_0)|i\rangle=g\mu_BB|i\rangle+s\sum_{\mathbf R}
\big[I_{\mathbf R}(|i\rangle-|j\rangle)+\mathrm iK^z_{\mathbf R}|j\rangle\big].
\end{equation}
In the state $\sum_i e^{\mathrm i\mathbf q\cdot\mathbf r_i}|i\rangle$, the amplitude arriving at $i$ from $j$ carries $K^z_{-\mathbf R}=-K^z_{\mathbf R}$. The energy is
\begin{equation}
g\mu_BB+s\sum_{\mathbf R}\big[I_{\mathbf R}(1-e^{\mathrm i\mathbf q\cdot\mathbf R})
-\mathrm iK^z_{\mathbf R}e^{\mathrm i\mathbf q\cdot\mathbf R}\big].
\end{equation}
By parity this leaves $I_{\mathbf R}(1-\cos\mathbf q\cdot\mathbf R)+K^z_{\mathbf R}\sin\mathbf q\cdot\mathbf R$ in the bracket. With $K^z=-\mathbf n\cdot\mathbf K$ and $sI=J/s=(g\mu_B/\mu)J$, and likewise for $\mathbf K$, it equals (\ref{eq:lat}). A test on a five-site ring of spins $3/2$ found the quantum and classical levels equal within $7.8\times10^{-10}$ in coupling units. It compares sorted levels, and the wavevectors of the ring come in pairs $\pm q$, so it checks the size of the DMI term but not its sign. Components of $\mathbf K_{\mathbf R}$ perpendicular to $\mathbf n$ change the number of flipped spins; the one-magnon state is then no longer an eigenstate in general, and (\ref{eq:lat}) remains a linear-theory result.

\subsection{A simple cubic example}

Take round parameters: $a=0.3$~nm, $\mu=2\mu_B$, $g=2$, exchange $J_1=10$~meV to the first and $J_2=2$~meV to the second neighbours, and a DMI vector of length $D_1=1$~meV pointing outward along each first-neighbour bond. Two first neighbours and eight second neighbours have $R_x=\pm a$. With $V=0.027$~nm$^3$,
\begin{align}
A&=\frac{(2\times10+8\times2)\times0.09}{4\times0.027}
=30~\mathrm{meV/nm}=4.81~\mathrm{pJ/m},\\
S&=\frac{2\times1\times0.3}{2\times0.027}
=11.1~\mathrm{meV/nm^2}=1.78~\mathrm{mJ/m^2},\\
D&=\frac{2gAV}{\mu/\mu_B}=\frac{2\times2\times30\times0.027}{2}
=1.62~\mathrm{meV\,nm^2}.
\end{align}
The magnetization is $M_s=687$~kA/m. The continuum helix has $|k|=11.11/60=0.185$~nm$^{-1}$ and a period of 33.9~nm; direct minimization on the lattice, along a cube edge, gives 34.0~nm. The stability field (\ref{eq:Bc}) is 0.480~T, and the lattice value is also 0.480~T to this accuracy.

Along a cube edge the even part of (\ref{eq:lat}) at zero field is
\begin{equation}
\frac{g\mu_B}{\mu}\,2(J_1+4J_2)(1-\cos qa)
=Dq^2\Big[1-\frac{(qa)^2}{12}+\dots\Big].
\end{equation}
At $q=1$~nm$^{-1}$ the lattice gives 1.608~meV and $Dq^2$ gives 1.620~meV. At $q=3$~nm$^{-1}$ the values are 13.62 and 14.58~meV, an excess of 7\% relative to the lattice, in line with $(qa)^2/12=0.0675$.

\subsection{What each derivation assumes}

The real-space route assumes a texture that is smooth on the scale of the couplings, but of arbitrary shape. It delivers the energy density directly. Its magnon energy is limited to small $q$, since the gradients were truncated before the dynamics was considered.

The lattice route assumes perfect periodicity and treats only helices and plane waves, but at any wavevector. To carry its coefficients over to other textures it needs the symmetry argument behind (\ref{eq:w}). It separates two approximations that the first route combines: (\ref{eq:identity}) needs small amplitude, whereas replacing $\varepsilon_{\mathbf n}$ by its leading powers needs long wavelength.

Both assume moments of fixed length and a low-temperature state to which $A$, $M_s$ and $D$ all refer. Both also assume one magnetic atom per cell. A chain with equal spacing $d$, equal moments $\mu$ and alternating exchange $J_a$, $J_b$ shows what changes otherwise. Let successive moments turn by small angles $\alpha$ and $\beta$ across the two kinds of bond, with $\alpha+\beta=2kd$ fixed by the mean twist $k$. The energy per cell, $(J_a\alpha^2+J_b\beta^2)/2$, is lowest when $J_a\alpha=J_b\beta$:
\begin{equation}
\alpha=\frac{2kdJ_b}{J_a+J_b},\quad \beta=\frac{2kdJ_a}{J_a+J_b},\quad
E_{\rm cell}=\frac{2J_aJ_b}{J_a+J_b}\,k^2d^2 .
\end{equation}
The rigid choice $\alpha=\beta=kd$, which the bare sum (\ref{eq:A}) implies, gives $(J_a+J_b)k^2d^2/2$. Dividing $E_{\rm cell}$ by the cell length $2d$ gives the coefficient $A$ of $k^2$, and the moment per length is $\mu/d$. The relation $D=2g\mu_BA/M_s$ then predicts
\begin{equation}
D=\frac{g\mu_B}{\mu}\,d^2\,\frac{2J_aJ_b}{J_a+J_b}.
\end{equation}
For $J_a=10$ and $J_b=5$~meV the last fraction is 6.667~meV, while the rigid sum gives 7.5~meV. Diagonalization of the linearized exchange problem on a long ring gives 6.666~meV. In this chain the relation between $D$ and $A$ survives, provided that $A$ includes the relaxation within the cell. The numerical output below lists the remaining values.

\section*{Computed results}
\begin{verbatim}
WORKED EXAMPLE: simple cubic model
lattice constant a = 0.30 nm, cell volume V = 0.0270 nm^3
moment mu = 2.0 Bohr magnetons, g = 2.0
exchange J1 = 10.0 meV, J2 = 2.0 meV; DMI D1 = 1.0 meV
exchange stiffness A = 30.000 meV/nm = 4.807 pJ/m
spiralization S = 11.111 meV/nm^2 = 1.780 mJ/m^2
magnetization Ms = 687.0 kA/m
magnon stiffness 2 g muB A/Ms = 1.6200 meV nm^2 = 162.00 meV angstrom^2
magnon stiffness, lattice torque = 1.6200 meV nm^2
linear coefficient 2 g muB S/Ms = 0.6000 meV nm
linear coefficient, lattice torque = 0.6000 meV nm
helix wavenumber, continuum = -0.18519 1/nm
helix wavenumber, lattice   = -0.18500 1/nm
helix period, continuum = 33.93 nm
helix period, lattice   = 33.96 nm
helix energy density, continuum = -1.0288 meV/nm^3
helix energy per site, continuum = -0.02778 meV
helix energy per site, lattice   = -0.02776 meV
stability field, continuum = 0.4799 T
stability field, lattice   = 0.4795 T
wavenumber of softest magnon, lattice = 0.18499 1/nm
even part of magnon energy along a cube edge:
  q = 0.5 1/nm: lattice 0.404 meV, continuum 0.405 meV
  q = 1.0 1/nm: lattice 1.608 meV, continuum 1.620 meV
  q = 2.0 1/nm: lattice 6.288 meV, continuum 6.480 meV
  q = 3.0 1/nm: lattice 13.622 meV, continuum 14.580 meV
TESTS ON OTHER SYSTEMS
triclinic texture, relative error at length scales 80 and 160:
  exchange 4.45e-04, 1.11e-04, ratio 3.999
  DMI      1.30e-04, 3.25e-05, ratio 4.000
triclinic magnon, lattice/continuum: even part 0.99998, odd part 0.99996
spin-3/2 ring of 5 sites, largest quantum-classical difference = 7.8e-10 (coupling units)
alternating chain, Ja = 10.0 meV, Jb = 5.0 meV, coefficient in units of (g muB/mu) d^2:
  lattice 6.666 meV, relaxed formula 6.667 meV, rigid sum 7.500 meV
\end{verbatim}
